# Spin crossover of an octahedral d6 ion without configuration interaction: a program that tests the result

```python
"""Octahedral d6 spin crossover.

Result under test: the quintet t2^4 e^2 and the closed-shell singlet t2^6
(one determinant, no configuration interaction, CI) have equal energy when
    Delta = 5 B / 2 + 4 C.
Delta : octahedral splitting (t2 at -2/5 Delta, e at +3/5 Delta)
A,B,C : Racah parameters; F0 = A + 7C/5, F2 = 49B + 7C, F4 = 63C/5
The check builds all 210 determinants of d6 from angular integrals found by
quadrature. A shifts every level equally and is set to zero. Energies in eV.
"""
from itertools import combinations
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import brentq

# ---------- real d orbitals as quadratic forms n.Q.n on the unit sphere -----
names = ["yz", "zx", "xy", "x2-y2", "z2"]
Q = np.zeros((5, 3, 3))
for orb, (i, j) in enumerate([(1, 2), (2, 0), (0, 1)]):
    Q[orb, i, j] = Q[orb, j, i] = np.sqrt(15) / 2
Q[3] = np.diag([1, -1, 0]) * np.sqrt(15) / 2
Q[4] = np.diag([-1, -1, 2]) * np.sqrt(5) / 2


def sphere_grid(n_theta, n_phi):
    """Points and weights for averages over the sphere (weights sum to 1)."""
    z, wz = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    s = np.sqrt(1 - z**2)
    pts = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                    np.outer(z, np.ones(n_phi))], axis=-1).reshape(-1, 3)
    return pts, np.repeat(wz / 2, n_phi) / n_phi


pts, wts = sphere_grid(8, 16)
d = np.einsum('ni,aij,nj->an', pts, Q, pts)
assert np.allclose((d * wts) @ d.T, np.eye(5), atol=1e-12)

# ---------- two-electron angular integrals (ab|cd)_k ------------------------
cosg = pts @ pts.T
legendre = {2: (3 * cosg**2 - 1) / 2,
            4: (35 * cosg**4 - 30 * cosg**2 + 3) / 8}
rho = d[:, None, :] * d[None, :, :] * wts
g = {k: np.einsum('abn,cdn->abcd', rho @ P, rho) for k, P in legendre.items()}

# Coefficients of F2 and F4 in the t2 integrals against the derived fractions
for k, U, J, K in [(2, 4/49, -2/49, 3/49), (4, 36/441, -4/441, 20/441)]:
    for a in range(3):
        assert abs(g[k][a, a, a, a] - U) < 1e-12
        for b in range(3):
            if a != b:
                assert abs(g[k][a, a, b, b] - J) < 1e-12
                assert abs(g[k][a, b, a, b] - K) < 1e-12
    # a filled spin shell is spherical, and its total exchange is 10/7
    assert np.allclose(np.einsum('aabb->a', g[k]), 0, atol=1e-12)
    assert abs(np.einsum('abab->', g[k]) - 10 / 7) < 1e-12

# ---------- determinants and operators --------------------------------------
# spin orbital p = orbital + 5 * spin, spin 0 = up, 1 = down
dets = [sum(1 << p for p in occ) for occ in combinations(range(10), 6)]
index = {det: i for i, det in enumerate(dets)}
n_det = len(dets)


def ones_below(det, p):
    return bin(det & ((1 << p) - 1)).count("1")


hop = np.zeros((10, 10, n_det, n_det))      # hop[p,q] = create p, destroy q
for col, det in enumerate(dets):
    for q in range(10):
        if det >> q & 1:
            rest = det ^ (1 << q)
            for p in range(10):
                if not rest >> p & 1:
                    sign = (-1)**(ones_below(det, q) + ones_below(rest, p))
                    hop[p, q, index[rest | 1 << p], col] = sign
E = hop[:5, :5] + hop[5:, 5:]               # spin-summed


def repulsion(gk):
    op = np.zeros((n_det, n_det))
    for a in range(5):
        for b in range(5):
            op += 0.5 * E[a, b] @ np.tensordot(gk[a, b], E, axes=2)
    return op - 0.5 * np.tensordot(np.einsum('abbd->ad', gk), E, axes=2)


H2, H4 = repulsion(g[2]), repulsion(g[4])
H_B = 49 * H2
H_C = 7 * H2 + 63 / 5 * H4 + 15 * 7 / 5 * np.eye(n_det)
N_e = E[3, 3] + E[4, 4]
H_D = -2 / 5 * (6 * np.eye(n_det) - N_e) + 3 / 5 * N_e
S_plus = sum(hop[a, a + 5] for a in range(5))
S_z = sum(hop[a, a] - hop[a + 5, a + 5] for a in range(5)) / 2
S2 = S_plus.T @ S_plus + S_z @ (S_z + np.eye(n_det))
ms = np.diag(S_z)
n_e_det = np.diag(N_e)
closed = np.zeros(n_det)
closed[np.flatnonzero(n_e_det < 0.5)[0]] = 1.0
assert np.sum(n_e_det < 0.5) == 1


def ham(D, B, C):
    return B * H_B + C * H_C + D * H_D


def lowest(D, B, C, S):
    """Lowest level of total spin S with CI, and its state vector."""
    sel = np.flatnonzero(np.abs(ms - S) < 1e-9)
    op = ham(D, B, C) + 10.0 * (S2 - S * (S + 1) * np.eye(n_det))
    val, vec = np.linalg.eigh(op[np.ix_(sel, sel)])
    full = np.zeros(n_det)
    full[sel] = vec[:, 0]
    assert abs(full @ S2 @ full - S * (S + 1)) < 1e-6
    return val[0], full


def closed_energy(D, B, C):
    return closed @ ham(D, B, C) @ closed


def crossing_ci(B, C):
    return brentq(lambda D: lowest(D, B, C, 0)[0] - lowest(D, B, C, 2)[0],
                  0.5 * (2.5 * B + 4 * C), 1.2 * (2.5 * B + 4 * C), xtol=1e-10)


# ---------- derived energies and crossing against the operators -------------
for B, C in [(0.10, 0.45), (0.07, 0.41), (0.13, 0.38), (0.05, 0.60)]:
    for D in (0.4, 1.7, 3.1):
        assert abs(closed_energy(D, B, C) - (-30*B + 15*C - 12*D/5)) < 1e-9
        assert abs(lowest(D, B, C, 2)[0] - (-35*B + 7*C - 2*D/5)) < 1e-9
    root = brentq(lambda D: closed_energy(D, B, C) - lowest(D, B, C, 2)[0],
                  0.0, 6.0, xtol=1e-12)
    assert abs(root - (2.5 * B + 4 * C)) < 1e-8
    assert crossing_ci(B, C) < root
# the M_S = 2 states are one threefold and one twofold quintet level, unmixed
sel = np.flatnonzero(np.abs(ms - 2) < 1e-9)
block = ham(1.0, 0.1, 0.45)[np.ix_(sel, sel)]
assert np.allclose(block, np.diag(np.diag(block)), atol=1e-10)
assert np.allclose(np.diff(np.sort(np.diag(block))), [0, 0, 1, 0], atol=1e-9)

# ---------- worked example: iron(II) in solution, rough typical values ------
B, C = 0.10, 0.45
D_water, D_bipy = 1.3, 2.7
zeta, T = 0.05, 298.15
R_low, R_high = 0.20, 0.22
D_c = 2.5 * B + 4 * C

# CI at the uncorrected crossing: full result and two-level estimate
H_c = ham(D_c, B, C)
E_closed = closed_energy(D_c, B, C)
E_full, _ = lowest(D_c, B, C, 0)
residual = H_c @ closed - E_closed * closed
W = np.linalg.norm(residual)
partner = residual / W
assert np.allclose(n_e_det[np.abs(partner) > 1e-9], 2)
gap2 = partner @ H_c @ partner - E_closed
lower2 = np.sqrt(gap2**2 / 4 + W**2) - gap2 / 2
lower_full = E_closed - E_full
assert 0 < lower2 <= lower_full + 1e-10

D_ci = crossing_ci(B, C)
_, v_ci = lowest(D_ci, B, C, 0)
weight = (closed @ v_ci)**2
assert weight > 0.5
n_e_ci = v_ci @ N_e @ v_ci
h = 1e-4
slope = sum(s * (lowest(D_ci + s*h, B, C, 0)[0] - lowest(D_ci + s*h, B, C, 2)[0])
            for s in (1, -1)) / (2 * h)
assert abs(slope + (2 - n_e_ci)) < 1e-5 and n_e_ci < 2

# the triplet is never lowest; the ground spin changes once, at D_ci
for D in np.linspace(0.05, 4.0, 40):
    e0, e1, e2 = (lowest(D, B, C, S)[0] for S in (0, 1, 2))
    assert e1 > min(e0, e2)
    assert (e0 < e2) == (D > D_ci)
trip = lowest(D_ci, B, C, 1)[0] - lowest(D_ci, B, C, 2)[0]

# spin-orbit coupling zeta * sum l.s ; l acts on n.Q.n as -i 2 n x (Q n)
grad = 2 * np.einsum('bij,nj->bni', Q, pts)
l_op = -1j * np.einsum('an,n,bni->iab', d, wts, np.cross(pts[None], grad))
assert np.allclose(sum(m @ m for m in l_op), 6 * np.eye(5), atol=1e-10)
s_op = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
ls = sum(np.kron(s_op[i], l_op[i]) for i in range(3))
assert np.allclose(np.linalg.eigvalsh(ls), [-1.5] * 4 + [1.0] * 6, atol=1e-10)
H_so = (np.tensordot(ls.real, hop, axes=2)
        + 1j * np.tensordot(ls.imag, hop, axes=2))


def ground_degeneracy(D):
    val = np.linalg.eigvalsh(ham(D, B, C) + zeta * H_so)
    return int(np.sum(val - val[0] < 1e-8))


lo, hi = D_ci - 0.2, D_ci + 0.2
assert ground_degeneracy(lo) == 3 and ground_degeneracy(hi) == 1
for _ in range(16):
    mid = (lo + hi) / 2
    if ground_degeneracy(mid) == 1:
        hi = mid
    else:
        lo = mid
D_so = (lo + hi) / 2

# equal populations at temperature T from the whole d6 spectrum (with CI)
kT = k_boltzmann * T / e_charge


def half_condition(D):
    val = np.linalg.eigvalsh(ham(D, B, C))
    return 2 - np.sum(np.exp(-(val - lowest(D, B, C, 0)[0]) / kT))


D_half = brentq(half_condition, D_ci - 0.1, D_ci + 0.3, xtol=1e-10)
gap_half = lowest(D_half, B, C, 2)[0] - lowest(D_half, B, C, 0)[0]
assert abs(gap_half / (kT * np.log(15)) - 1) < 1e-3

# point-charge splitting falls as R^-5: six negative charges, direct average
fine, w_fine = sphere_grid(40, 80)
d_fine = np.einsum('ni,aij,nj->an', fine, Q, fine)


def charge_splitting(R, r=0.05):
    sites = R * np.vstack([np.eye(3), -np.eye(3)])
    V = sum(1 / np.linalg.norm(s - r * fine, axis=1) for s in sites)
    level = (d_fine**2 * w_fine) @ V
    assert abs(level[3] - level[4]) < 1e-9
    return level[3] - level[2]


power = (np.log(charge_splitting(R_high) / charge_splitting(R_low))
         / np.log(R_high / R_low))
assert charge_splitting(R_low) > 0 and abs(power + 5) < 1e-6
R_mid = (R_low + R_high) / 2
D_at_high = D_c * (R_mid / R_high)**5
D_at_low = D_c * (R_mid / R_low)**5

gap_water = closed_energy(D_water, B, C) - lowest(D_water, B, C, 2)[0]
gap_bipy = closed_energy(D_bipy, B, C) - lowest(D_bipy, B, C, 2)[0]
assert lowest(D_water, B, C, 0)[0] > lowest(D_water, B, C, 2)[0]
assert lowest(D_bipy, B, C, 0)[0] < lowest(D_bipy, B, C, 2)[0]

# ---------- output -----------------------------------------------------------
print(f"input B = {B:.2f} eV, C = {C:.2f} eV (rough, iron(II))")
print(f"Slater integrals F2 = {49*B+7*C:.3f} eV, F4 = {63*C/5:.3f} eV")
print(f"repulsion, singlet t2^6, A=0: {closed_energy(0, B, C):.3f} eV")
print(f"repulsion, quintet, A=0: {lowest(0, B, C, 2)[0]:.3f} eV")
print(f"repulsion difference 5B+8C: {5*B+8*C:.3f} eV")
print(f"crossing without CI, Delta_c: {D_c:.3f} eV")
print(f"Delta_c / B: {D_c/B:.2f}")
print(f"water: Delta = {D_water:.1f} eV, E_LS-E_HS = {gap_water:+.2f} eV")
print(f"bipyridine: Delta = {D_bipy:.1f} eV, E_LS-E_HS = {gap_bipy:+.2f} eV")
print("-- configuration interaction --")
print(f"coupling of t2^6 to t2^4 e^2: {W:.3f} eV")
print(f"height of the coupled t2^4 e^2 state at Delta_c: {gap2:.3f} eV")
print(f"singlet lowering, two-level: {lower2:.3f} eV")
print(f"singlet lowering, full CI: {lower_full:.3f} eV")
print(f"crossing with full CI: {D_ci:.3f} eV")
print(f"shift by CI: {D_ci-D_c:+.3f} eV ({100*(D_ci/D_c-1):+.1f} %)")
print(f"weight of t2^6 in the singlet at that crossing: {weight:.3f}")
print(f"mean e electrons in that singlet, n_e: {n_e_ci:.3f}")
print(f"slope of the gap E_LS-E_HS there: {slope:.3f}")
print(f"lowest triplet above the crossing level: {trip:.3f} eV")
print("-- other neglected effects --")
print(f"spin-orbit zeta = {zeta:.2f} eV, crossing (with CI): {D_so:.3f} eV")
print(f"shift by spin-orbit coupling: {D_so-D_ci:+.3f} eV")
print(f"T = {T:.2f} K, kT = {kT:.5f} eV, kT ln 15 = {kT*np.log(15):.4f} eV")
print(f"equal-population Delta (with CI): {D_half:.3f} eV")
print(f"shift by degeneracy at T: {D_half-D_ci:+.3f} eV")
print(f"shift if B and C fall by 10 %: {2.5*0.9*B+4*0.9*C-D_c:+.3f} eV")
print(f"point-charge power of R in Delta: {power:.4f}")
print(f"bond lengths: low {R_low:.2f}, middle {R_mid:.2f}, high {R_high:.2f} nm")
print(f"Delta_c set at middle length; at high-spin length: {D_at_high:.2f} eV")
print(f"Delta_c set at middle length; at low-spin length: {D_at_low:.2f} eV")
print("all tests passed")
```

It prints:

```
input B = 0.10 eV, C = 0.45 eV (rough, iron(II))
Slater integrals F2 = 8.050 eV, F4 = 5.670 eV
repulsion, singlet t2^6, A=0: 3.750 eV
repulsion, quintet, A=0: -0.350 eV
repulsion difference 5B+8C: 4.100 eV
crossing without CI, Delta_c: 2.050 eV
Delta_c / B: 20.50
water: Delta = 1.3 eV, E_LS-E_HS = +1.50 eV
bipyridine: Delta = 2.7 eV, E_LS-E_HS = -1.30 eV
-- configuration interaction --
coupling of t2^6 to t2^4 e^2: 1.666 eV
height of the coupled t2^4 e^2 state at Delta_c: 9.233 eV
singlet lowering, two-level: 0.291 eV
singlet lowering, full CI: 0.308 eV
crossing with full CI: 1.890 eV
shift by CI: -0.160 eV (-7.8 %)
weight of t2^6 in the singlet at that crossing: 0.962
mean e electrons in that singlet, n_e: 0.079
slope of the gap E_LS-E_HS there: -1.921
lowest triplet above the crossing level: 0.661 eV
-- other neglected effects --
spin-orbit zeta = 0.05 eV, crossing (with CI): 1.900 eV
shift by spin-orbit coupling: +0.011 eV
T = 298.15 K, kT = 0.02569 eV, kT ln 15 = 0.0696 eV
equal-population Delta (with CI): 1.926 eV
shift by degeneracy at T: +0.036 eV
shift if B and C fall by 10 %: -0.205 eV
point-charge power of R in Delta: -5.0000
bond lengths: low 0.20, middle 0.21, high 0.22 nm
Delta_c set at middle length; at high-spin length: 1.62 eV
Delta_c set at middle length; at low-spin length: 2.62 eV
all tests passed
```
